\section*{The Electron–Proton Mass Ratio from Pickering and Balmer Lines}

\section*{Setting and data}

The Balmer series consists of the hydrogen lines in which the electron falls from level $k\ge 3$ to level $2$. The Pickering series consists of the lines of the ion He$^+$ in which it falls from level $n\ge 5$ to level $4$. Hydrogen has nuclear charge $Z=1$ and nuclear mass $M_p$ (the proton). He$^+$, in the ordinary isotope, has $Z=2$ and nuclear mass $M_\alpha$ (the alpha particle).

Hartree atomic units are used, so that $\hbar$, the elementary charge and the electron mass $m$ equal one; $m$ is still written where it makes a mass ratio visible. Wavelengths are vacuum values. Nuclei are points, and parts (a) to (d) are non-relativistic. The Rydberg constant $R_\infty$ is the wavenumber of a photon with an energy of $\tfrac12$ hartree.

For the numerical parts, take
\begin{align*}
R_{\rm H}&=109677.58\ \mathrm{cm^{-1}}, & R_{\rm He}&=109722.27\ \mathrm{cm^{-1}},\\
a&=M_\alpha/M_p=3.9725997, & \alpha&=0.007297353 .
\end{align*}
The two Rydberg constants were calculated from known masses and rounded to $0.01\ \mathrm{cm^{-1}}$. They stand in for measured values, so the exercise shows how the method works and how accurate it is; it is not a new determination of the mass ratio.

\section*{Part (a): the moving nucleus}

\textbf{Question.} Find the energy levels of one electron bound to a nucleus of charge $Z$ and finite mass $M$, and the Rydberg constant $R_M$ that belongs to this nucleus.

\textbf{Answer.} Let $\mathbf r_e$ and $\mathbf r_N$ be the positions of electron and nucleus. Introduce
\[
\mathbf R=\frac{m\mathbf r_e+M\mathbf r_N}{m+M},\qquad \mathbf r=\mathbf r_e-\mathbf r_N .
\]
By the chain rule,
\[
\nabla_e=\frac{m}{m+M}\nabla_R+\nabla_r,\qquad
\nabla_N=\frac{M}{m+M}\nabla_R-\nabla_r .
\]
Square these and divide by the respective masses. The mixed terms are $+2\nabla_R\!\cdot\!\nabla_r/(m+M)$ and $-2\nabla_R\!\cdot\!\nabla_r/(m+M)$, which cancel. What remains is
\[
\frac{\nabla_e^2}{m}+\frac{\nabla_N^2}{M}
=\frac{\nabla_R^2}{m+M}+\frac{\nabla_r^2}{\mu},\qquad
\frac1\mu=\frac1m+\frac1M .
\]
The centre of mass therefore moves freely, and the internal motion obeys
\[
\Bigl[-\frac{1}{2\mu}\nabla_r^2-\frac Zr\Bigr]\phi=E\phi .
\]
Put $\mathbf r=\mathbf s/\mu$ with $\mu$ in units of $m$. Then $\nabla_r^2=\mu^2\nabla_s^2$ and $1/r=\mu/s$, so the operator becomes $\mu\,[-\tfrac12\nabla_s^2-Z/s]$. Each level is $\mu$ times the level for a fixed nucleus.

For the fixed nucleus, write the radial function as $u(r)/r$ and the energy as $-\kappa^2/2$. The radial equation is
\[
u''=\Bigl[\frac{l(l+1)}{r^2}-\frac{2Z}{r}+\kappa^2\Bigr]u .
\]
Insert $u=e^{-\kappa r}\sum_{k\ge0}c_k r^{k+l+1}$. The terms with $\kappa^2$ cancel, and comparing the coefficients of $r^{k+l}$ gives
\[
c_{k+1}\bigl[(k+l+2)(k+l+1)-l(l+1)\bigr]=2\bigl[\kappa(k+l+1)-Z\bigr]c_k .
\]
If the series did not end, $c_{k+1}/c_k$ would approach $2\kappa/k$. The sum would then grow like $e^{2\kappa r}$, and $u$ like $e^{\kappa r}$, which is not a bound state. The series must end at some $k=n_r$, which requires $\kappa=Z/(n_r+l+1)$. With $n=n_r+l+1$ and the factor $\mu$ restored,
\begin{equation}
E_n=-\frac{\mu Z^2}{2n^2}. \label{levels}
\end{equation}
Since $\tfrac12$ hartree corresponds to $R_\infty$, the wavenumber of the line $n_2\to n_1$ is
\begin{equation}
\tilde\nu=Z^2R_M\Bigl(\frac1{n_1^2}-\frac1{n_2^2}\Bigr),\qquad
R_M=\frac{\mu}{m}R_\infty=\frac{R_\infty}{1+m/M}. \label{rydberg}
\end{equation}
A lighter nucleus takes a larger share of the internal motion and lowers $R_M$. For $M\to\infty$ one recovers $R_\infty$.

\section*{Part (b): pairs of lines}

\textbf{Question.} Which Pickering lines lie close to Balmer lines? How large is the offset, and where do the other Pickering lines fall?

\textbf{Answer.} For He$^+$ with $n_1=4$, equation (\ref{rydberg}) gives
\[
\tilde\nu_{\rm He}(n\to4)=4R_{\rm He}\Bigl(\frac1{16}-\frac1{n^2}\Bigr)
=R_{\rm He}\Bigl(\frac14-\frac1{(n/2)^2}\Bigr).
\]
The factor $Z^2=4$ has been absorbed by halving both quantum numbers. For even $n=2k$ the bracket is that of the Balmer line $k\to2$, so
\begin{equation}
\frac{\tilde\nu_{\rm He}(2k\to4)}{\tilde\nu_{\rm H}(k\to2)}
=\frac{R_{\rm He}}{R_{\rm H}}\equiv\rho
=\frac{1+m/M_p}{1+m/M_\alpha}. \label{rho}
\end{equation}
This ratio does not depend on $k$. It exceeds one because $M_\alpha>M_p$, so the He$^+$ line has the slightly shorter wavelength:
\[
\lambda_{\rm H}-\lambda_{\rm He}=\lambda_{\rm H}\Bigl(1-\frac1\rho\Bigr).
\]
With $\rho-1=4.0747\times10^{-4}$, the first pair is separated by $656.4696\times4.0747\times10^{-4}/1.0004=0.2674$ nm. The first four pairs, without fine structure, are:

\begin{center}
\begin{tabular}{cccc}
$k$ & H, $k\to2$ (nm) & He$^+$, $2k\to4$ (nm) & offset (nm)\\
3 & 656.4696 & 656.2022 & 0.2674\\
4 & 486.2738 & 486.0757 & 0.1981\\
5 & 434.1730 & 433.9962 & 0.1768\\
6 & 410.2935 & 410.1264 & 0.1671
\end{tabular}
\end{center}

In this non-relativistic model the offset is due to nuclear motion alone: if both nuclei were infinitely heavy, $\rho$ would equal one and each pair would coincide.

For odd $n=2k+1$ the effective upper number is $k+\tfrac12$. The line $n=5$ has the bracket $\tfrac14-\tfrac1{6.25}=0.09$, smaller than the value $\tfrac5{36}\approx0.139$ of the first Balmer line. It lies far to the long-wave side, at 1012.66 nm. The lines $n=7,9,11$ lie at 541.31, 454.29 and 420.11 nm, each between two neighbouring Balmer lines.

This interlacing does not continue up to the series limit. The odd line stays below the Balmer line $k+1$ in wavenumber as long as
\[
(\rho-1)\Bigl[\frac14-\frac1{(k+\frac12)^2}\Bigr]<\frac1{(k+\frac12)^2}-\frac1{(k+1)^2}.
\]
For large $k$ the right side falls off as $1/k^3$, while the left side tends to $(\rho-1)/4$. The two become equal near $k\approx[4/(\rho-1)]^{1/3}\approx21$. Beyond that region the offset is no longer small compared with the spacing of the lines, and one can no longer speak of close pairs.

\section*{Part (c): the mass ratio}

\textbf{Question.} Express $M_p/m$ through $\rho$. Is a measurement of $\rho$ sufficient? How do errors of the input affect the result?

\textbf{Answer.} Let $x=m/M_p$, so that $m/M_\alpha=x/a$. Equation (\ref{rho}) becomes
\[
\rho\Bigl(1+\frac xa\Bigr)=1+x
\quad\Longrightarrow\quad
\rho-1=x\Bigl(1-\frac\rho a\Bigr),
\]
and therefore
\begin{equation}
\frac{M_p}{m}=\frac1x=\frac{a-\rho}{a(\rho-1)}. \label{extract}
\end{equation}
The ratio $\rho$ alone is not sufficient. It is one number, and it depends on two unknowns, $x$ and $a$. The nuclear mass ratio $a$ must come from elsewhere, for instance from the deflection of ions in a mass spectrometer.

For the effect of errors, write $\ln x=\ln(\rho-1)+\ln a-\ln(a-\rho)$ and differentiate at fixed $a$:
\begin{equation}
\frac{d\ln x}{d\ln\rho}=\rho\Bigl[\frac1{\rho-1}+\frac1{a-\rho}\Bigr]
=\frac{\rho(a-1)}{(\rho-1)(a-\rho)}=2455.5 . \label{amplify}
\end{equation}
A relative error of $\rho$ is magnified about 2500 times, because the information sits in the small difference $\rho-1$. For an error of $a$ at fixed $\rho$, use $\ln(1/x)=\ln(1-\rho/a)-\ln(\rho-1)$:
\[
\frac{d\ln(M_p/m)}{d\ln a}=\frac{\rho/a}{1-\rho/a}=\frac{\rho}{a-\rho}\approx0.34 .
\]
An error of $a$ is thus reduced. The crude choice $a=4$ is too large by $0.69\%$ and should raise $M_p/m$ by about $0.34\times0.69\%\approx0.23\%$. Direct use of (\ref{extract}) with $a=4$ and the unrounded $\rho$ gives 1840.4, an error of $0.23\%$ relative to the input mass ratio.

\section*{Part (d): numerical value}

\textbf{Question.} Evaluate $M_p/m$ from the data, with a bound on the error caused by rounding the Rydberg constants.

\textbf{Answer.} The difference of the constants is $44.69\ \mathrm{cm^{-1}}$, hence
\[
\rho-1=\frac{44.69}{109677.58}=4.07467\times10^{-4}.
\]
Equation (\ref{extract}) then gives
\[
\frac{M_p}{m}=\frac{3.9725997-1.0004075}{3.9725997\times4.07467\times10^{-4}}
=\frac{2.9721922}{1.618703\times10^{-3}}=1836.16 .
\]
Each constant may be wrong by $0.005\ \mathrm{cm^{-1}}$. In the worst case the two errors have opposite signs, and their relative sizes add in $\rho$. To first order in these errors, (\ref{amplify}) gives
\[
1836\times2455.5\times0.005\Bigl(\frac1{109677.58}+\frac1{109722.27}\Bigr)=0.41 .
\]
The result is
\[
\frac{M_p}{m}=1836.2\pm0.4,\qquad \frac m{M_p}=5.446\times10^{-4},
\]
where the interval covers rounding only. The mass ratio used to prepare the data was 1836.153. The result lies much closer to it than the bound requires, because the rounding changed $\rho$ by only $8\times10^{-10}$, whereas the worst case is $9\times10^{-8}$.

\section*{Part (e): fine structure}

\textbf{Question.} Real lines are split by relativistic effects. For states with $l>0$ and a fixed nucleus, the leading correction is
\[
W=-\frac{\alpha^2}{8}p^4+\frac{\alpha^2Z}{2r^3}\,\mathbf L\cdot\mathbf S .
\]
The first term comes from expanding the relativistic kinetic energy, with speed of light $1/\alpha$; the second is the spin--orbit coupling in the Coulomb field. Find the first-order shift of the level $(n,l,j)$.

\textbf{Answer.} $W$ commutes with $\mathbf L^2$, $\mathbf J^2$ and $J_z$. It therefore has no matrix elements between different states $(l,j,m_j)$ of the same $n$, and the first-order shift is the expectation value of $W$.

\emph{Averages.} The radial Hamiltonian is $h=-\tfrac12\,d^2/dr^2+l(l+1)/(2r^2)-Z/r$. If it depends on a parameter $\lambda$, then $dE/d\lambda=\langle\partial h/\partial\lambda\rangle$: the terms from the change of $u$ add up to $E\,d\langle u|u\rangle/d\lambda$, which vanishes because the norm is fixed. With $\lambda=Z$,
\[
-\frac Z{n^2}=-\Bigl\langle\frac1r\Bigr\rangle
\quad\Longrightarrow\quad \Bigl\langle\frac1r\Bigr\rangle=\frac Z{n^2}.
\]
The series argument of part (a) holds for real $l>0$ as well, with $E=-Z^2/[2(n_r+l+1)^2]$. With $\lambda=l$ at fixed $n_r$,
\[
\frac{Z^2}{n^3}=\Bigl(l+\frac12\Bigr)\Bigl\langle\frac1{r^2}\Bigr\rangle
\quad\Longrightarrow\quad \Bigl\langle\frac1{r^2}\Bigr\rangle=\frac{Z^2}{n^3(l+\frac12)}.
\]
Finally, the commutator $[h,d/dr]=l(l+1)/r^3-Z/r^2$ has zero average in an eigenstate. The boundary terms at $r=0$ behave as $r^{2l}$ and vanish for $l\ge1$. This balance of centrifugal and Coulomb force gives
\[
\Bigl\langle\frac1{r^3}\Bigr\rangle=\frac{Z}{l(l+1)}\Bigl\langle\frac1{r^2}\Bigr\rangle
=\frac{Z^3}{n^3\,l(l+\frac12)(l+1)} .
\]

\emph{Kinetic term.} Since $\tfrac12p^2\phi=(E+Z/r)\phi$, the average of $p^4$ is $4\langle(E+Z/r)^2\rangle$. With $E=-Z^2/(2n^2)$,
\begin{align*}
-\frac{\alpha^2}2\Bigl\langle\Bigl(E+\frac Zr\Bigr)^2\Bigr\rangle
&=-\frac{\alpha^2}2\Bigl[\frac{Z^4}{4n^4}-\frac{Z^4}{n^4}+\frac{Z^4}{n^3(l+\frac12)}\Bigr]\\
&=-\frac{\alpha^2Z^4}{2n^3}\Bigl[\frac1{l+\frac12}-\frac3{4n}\Bigr].
\end{align*}

\emph{Spin--orbit term.} From $\mathbf J=\mathbf L+\mathbf S$, $\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$. This equals $l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ for $j=l-\tfrac12$. Multiplied by $\tfrac12\alpha^2Z\langle1/r^3\rangle$, the two cases give
\[
\frac{\alpha^2Z^4}{2n^3}\,\frac1{2(l+\frac12)(l+1)}
\qquad\text{and}\qquad
-\frac{\alpha^2Z^4}{2n^3}\,\frac1{2l(l+\frac12)} .
\]

\emph{Sum.} For $j=l+\tfrac12$ the $l$-dependent part of the bracket becomes
\[
\frac1{l+\frac12}-\frac1{2(l+\frac12)(l+1)}=\frac{2l+1}{2(l+\frac12)(l+1)}=\frac1{l+1},
\]
and for $j=l-\tfrac12$ it becomes
\[
\frac1{l+\frac12}+\frac1{2l(l+\frac12)}=\frac{2l+1}{2l(l+\frac12)}=\frac1l .
\]
Both equal $1/(j+\tfrac12)$. Hence
\begin{equation}
\Delta E_{nj}=-\frac{\alpha^2Z^4}{2n^3}\Bigl[\frac1{j+\frac12}-\frac3{4n}\Bigr]. \label{fine}
\end{equation}

\section*{Part (f): correcting the lines}

\textbf{Question.} Suppose $\rho$ is taken from single fine-structure components of the first pair of lines. What error arises for (A) H $3d_{5/2}\to2p_{3/2}$ with He$^+$ $6g_{9/2}\to4f_{7/2}$, and for (B) H $3d_{3/2}\to2p_{1/2}$ with He$^+$ $6d_{3/2}\to4p_{1/2}$? How is it removed?

\textbf{Answer.} Let $\delta$ be the shift of a line divided by its unshifted energy,
\[
\delta=\frac{\Delta E_{n_2j_2}-\Delta E_{n_1j_1}}{\frac12Z^2(1/n_1^2-1/n_2^2)} .
\]
The denominator is $5/72$ for both lines of the pair. If the whole line energy is scaled by $\mu$, the raw ratio is $\rho_{\rm raw}=\rho(1+\delta_{\rm He})/(1+\delta_{\rm H})$, so
\begin{equation}
\rho=\rho_{\rm raw}\,\frac{1+\delta_{\rm H}}{1+\delta_{\rm He}} . \label{correct}
\end{equation}

For case A, (\ref{fine}) gives the shifts $-\alpha^2/128$ for $2p_{3/2}$, $-\alpha^2/648$ for $3d_{5/2}$, $-\alpha^2/128$ for $4f_{7/2}$ and $-\alpha^2/360$ for $6g_{9/2}$. Therefore
\begin{align*}
\delta_{\rm H}&=\frac{72}5\Bigl(\frac1{128}-\frac1{648}\Bigr)\alpha^2=4.81\times10^{-6},\\
\delta_{\rm He}&=\frac{72}5\Bigl(\frac1{128}-\frac1{360}\Bigr)\alpha^2=3.86\times10^{-6}.
\end{align*}
For case B the shifts, in the corresponding order, are $-5\alpha^2/128$, $-\alpha^2/216$, $-13\alpha^2/128$ and $-\alpha^2/72$. They give
\[
\delta_{\rm H}=2.64\times10^{-5},\qquad \delta_{\rm He}=6.72\times10^{-5}.
\]

The raw ratio is displaced by about $\delta_{\rm He}-\delta_{\rm H}$, which has to be compared with $\rho-1$. In case A this is $-0.95\times10^{-6}$, or $-0.23\%$ of $\rho-1$, and $M_p/m$ comes out too large by about that fraction. In case B it is $+4.08\times10^{-5}$, or $+10\%$ of $\rho-1$, and $M_p/m$ comes out too small by the factor $1/1.10$.

These estimates were checked on lines calculated from the Dirac energies for a point nucleus, multiplied by $\mu$:

\begin{center}
\begin{tabular}{cccc}
case & $M_p/m$, raw & error of raw value & $M_p/m$, corrected\\
A & 1840.43 & $+0.23\%$ & 1836.15\\
B & 1668.83 & $-9.11\%$ & 1836.13
\end{tabular}
\end{center}

The error in case A resembles that of setting $a=4$ in part (c). This is a numerical accident: to leading order the error in case A is proportional to $\alpha^2$, whereas the error from setting $a=4$ does not depend on $\alpha$. The small remainder in case B comes from terms of order $\alpha^4$, which the Dirac energies contain and (\ref{fine}) does not.

The components of case A are the better choice, because their relative shifts are small and differ by only about $10^{-6}$. If the components are not resolved, the correction must be averaged with their intensities. The average then includes transitions with $s$ states, which the derivation in part (e) does not cover. For them $W$ needs an additional contact term at the nucleus; with it, (\ref{fine}) holds for $l=0$ as well.

Scaling the fine structure by $\mu$ is itself an approximation. Its error relative to the line energy is of order $\alpha^2m/M$. Since $\rho-1$ is of order $m/M$, the relative error in $M_p/m$ is of order $\alpha^2$, about $10^{-4}$ or less. Radiative level shifts and the hyperfine splitting caused by the proton spin are also left out, and a precise evaluation of real spectra would have to include them. The finite size of the nuclei is negligible here, because all the states in cases A and B have $l>0$ and almost no density at the nucleus.

The numerical check obtains the line positions by diagonalizing the radial problem, applies (\ref{extract}) to them, and compares (\ref{fine}) with direct integration.

\section*{Values computed for the example and the checks}
\begin{verbatim}
input M_p/m = 1836.15267
input M_a/m = 7294.29954
nuclear mass ratio a = M_a/M_p = 3.9725997
fine-structure constant = 0.007297353
R_infinity = 109737.3157 1/cm
vacuum wavelengths without fine structure:
H 3->2: 656.4696 nm; He+ 6->4: 656.2022 nm; H minus He+: 0.2674 nm
H 4->2: 486.2738 nm; He+ 8->4: 486.0757 nm; H minus He+: 0.1981 nm
H 5->2: 434.1730 nm; He+ 10->4: 433.9962 nm; H minus He+: 0.1768 nm
H 6->2: 410.2935 nm; He+ 12->4: 410.1264 nm; H minus He+: 0.1671 nm
He+ 5->4 (no partner): 1012.6578 nm
He+ 7->4 (no partner): 541.3116 nm
He+ 9->4 (no partner): 454.2938 nm
He+ 11->4 (no partner): 420.1083 nm
rho from the masses = 1.0004074678
R_H rounded = 109677.58 1/cm
R_He rounded = 109722.27 1/cm
R_He - R_H (rounded values) = 44.69 1/cm
rho from rounded values = 1.0004074671
M_p/m from rounded values = 1836.156
m/M_p from rounded values = 5.4461601e-04
worst rounding error of M_p/m = 0.411
amplification d ln x/d ln rho = 2455.5
M_p/m from unrounded rho with a = 4: 1840.386
relative error with a = 4: 0.231 percent
components A: H 3d5/2-2p3/2, He+ 6g9/2-4f7/2
A: relative fine shift of H line = 4.8074e-06
A: relative fine shift of He+ line = 3.8607e-06
A: raw line ratio = 1.0004065207
A: M_p/m uncorrected = 1840.43
A: error uncorrected = 0.23 percent
A: corrected ratio = 1.0004074678
A: M_p/m corrected = 1836.15
components B: H 3d3/2-2p1/2, He+ 6d3/2-4p1/2
B: relative fine shift of H line = 2.6404e-05
B: relative fine shift of He+ line = 6.7230e-05
B: raw line ratio = 1.0004483155
B: M_p/m uncorrected = 1668.83
B: error uncorrected = -9.11 percent
B: corrected ratio = 1.0004074739
B: M_p/m corrected = 1836.13
\end{verbatim}
